Why λv̄/3 underestimates diffusion of heavy precursors in a carrier gas

**The argument under review**

The manuscript models the supply of trimethylaluminium (TMA) through nitrogen in an atomic layer deposition reactor. It computes the mean free path λ and mean speed v̄ of a TMA molecule and sets the gas-phase diffusivity to

D_el = λv̄/3.

The reasoning is that a molecule flies a distance of order λ, collides, and starts again in a random direction. Collision rate, mean free path and mean speed are all evaluated correctly. My concern is with "starts again in a random direction". A TMA molecule is 2.57 times as heavy as the nitrogen molecule that strikes it. Does one such collision erase its direction of motion, and if not, what does the estimate lose?

I keep the manuscript's model: a trace gas of molecules of mass M in a uniform carrier gas of molecular mass m, number density n and temperature T, with elastic hard-sphere collisions. Trace molecules do not meet one another. The contact distance s is half the sum of the two diameters, and k is Boltzmann's constant.

**What the estimate contains**

In equilibrium each component of a trace velocity v has variance kT/M, and each component of a carrier velocity w has variance kT/m. The relative velocity g = v − w is therefore Gaussian with variance

kT/M + kT/m = kT/μ, μ = Mm/(M + m).

Its mean magnitude is ḡ = √(8kT/πμ), just as v̄ = √(8kT/πM). A trace molecule sweeps out the cross-section πs² at the relative speed, so its mean collision rate is

ν = nπs²ḡ.

The mean free path is the distance travelled per collision. Since v̄/ḡ = √(μ/M) = 1/√(1 + M/m),

λ = v̄/ν = 1/[nπs²√(1 + M/m)].

The estimate then reads

D_el = v̄²/(3ν) = 8kT/(3πMν). (1)

To judge it we need the definition of D. If x is the displacement along one axis, ⟨x²⟩ grows as 2Dt at long times. Differentiating, d⟨x²⟩/dt = 2⟨x vₓ⟩, and x is itself the time integral of vₓ. In a stationary, isotropic gas this gives

D = (1/3) ∫₀^∞ C(t) dt, C(t) = ⟨v(0)·v(t)⟩. (2)

Suppose that the first collision really did randomise direction. Then C(t) would receive contributions only from molecules that have not yet collided. A molecule of speed v has a mean waiting time 1/ν(v), where ν(v) is the collision rate at that speed, and the integral would give

D_random = (1/3)⟨v²/ν(v)⟩. (3)

Equation (1) replaces this average by v̄²/ν. The replacement is a minor matter: for TMA in nitrogen, D_random is 1.094 times D_el. What remains is the assumption behind (3), and it can be examined one collision at a time.

**What one collision does**

Let V = (Mv + mw)/(M + m) be the centre-of-mass velocity and a = m/(M + m). Then v − V = a(v − w), so

v = V + a g.

The collision leaves V and the magnitude g unchanged and turns the relative velocity into a new direction e:

v′ = V + a g e, |e| = 1.

For hard spheres e is isotropic. An impact parameter b = s cos(χ/2) gives a deflection χ, and the corresponding ring of area has size 2πb|db| = (s²/4)·2π sin χ dχ. Equal solid angles thus receive equal areas. Averaged over e, the outgoing velocity is V. It is not zero, and for a heavy molecule V is close to v.

The velocity lost per collision, projected on the original velocity, is

v·(v − v′) = (V + a g)·(a g − a g e).

Averaging over e removes the last term and leaves a V·g + a²g². The equilibrium weight depends on Mv² + mw² = (M + m)V² + μg², so V and g are independent and V·g averages to zero. Collisions, however, select pairs in proportion to g. With ⟨…⟩c denoting an average over collisions and α = μ/(2kT),

⟨g²⟩c = ∫g⁵e^(−αg²)dg / ∫g³e^(−αg²)dg = (1/α³)/(1/2α²) = 2/α = 4kT/μ.

Therefore

⟨v·(v − v′)⟩c = a²·4kT/μ = [m²/(M + m)²]·4kT(M + m)/(Mm) = 4kT m/[M(M + m)].

Relative to the equilibrium value ⟨v²⟩ = 3kT/M, the loss per collision is

q = (4/3) m/(M + m). (4)

For TMA in nitrogen q = 0.373, and direct sampling of collisions gives 0.374. About 1/q = 2.7 collisions are needed to use up the initial velocity, where the manuscript allows roughly one.

A related number shows how much direction survives among the molecules that collide. Averaging over e gives ⟨v·v′⟩c = ⟨V²⟩ = 3kT/(M + m), while

⟨v²⟩c = ⟨V²⟩ + a²⟨g²⟩c = 3kT/(M + m) + 4kT m/[M(M + m)] = kT(3M + 4m)/[M(M + m)].

The persistence is the quotient

⟨v·v′⟩c/⟨v²⟩c = 3M/(3M + 4m). (5)

It equals 0.659 for TMA in nitrogen; the sampled value is 0.658. It differs from 1 − q because colliding molecules are faster than average, and q is referred to all molecules.

**The corrected diffusivity**

At t = 0 the correlation function falls at the rate −dC/dt = νq C(0), by the definition of q. If it continued to fall exponentially at this initial rate, (2) would give

D₁ = C(0)/(3νq) = kT/(Mνq) = 3kT(1 + M/m)/(4Mν). (6)

Since (1 + M/m)/M = 1/μ, this is 3kT/(4μν). Inserting ν = nπs²√(8kT/πμ),

D₁ = [3/(4πns²)] √(πkT/8μ) = [3/(8ns²)] √(kT/2πμ),

which is the first-order result of kinetic theory for hard spheres. Dividing (6) by (1),

D₁/D_el = [3kT(1 + M/m)/(4Mν)]·[3πMν/(8kT)] = (9π/32)(1 + M/m). (7)

The exponential decay was an assumption, so the standing of (6) has to be settled. Let K be the operator that takes a vector function φ(v) to the collision rate times the mean change φ(v) − φ(v′). Correlations evolve as C(t) = ⟨v·e^(−Kt)v⟩, and integration over time gives 3D = ⟨v·K⁻¹v⟩. In equilibrium a change v → v′ is as frequent as its reverse. Hence K is symmetric, and

⟨φ·Kφ⟩ = (ν/2)⟨|φ(v) − φ(v′)|²⟩c ≥ 0.

Set ψ = K⁻¹v. For any trial function φ, the Cauchy–Schwarz inequality in this non-negative form reads

⟨φ·v⟩² = ⟨φ·Kψ⟩² ≤ ⟨φ·Kφ⟩⟨ψ·Kψ⟩ = ⟨φ·Kφ⟩·3D.

The choice φ = v has ⟨v·Kv⟩ = νq⟨v²⟩, and the inequality becomes D ≥ ⟨v²⟩/(3νq) = D₁. First-order theory is this one-function trial, and it bounds the hard-sphere diffusivity from below. Multiplying v by polynomials in v² enlarges the trial space. With ten polynomials the value for TMA in nitrogen rises by only 0.4%, and going from six to ten changes it by less than one part in ten thousand. A simulation of the correlation integral (2) gives 0.986 of this converged value, with a sampling error of about 0.6%.

**Is memory of direction really the cause?**

Equation (7) alone does not prove that persistence produces the discrepancy, since the factor mixes several averages. A counterfactual separates them. Let each collision produce the same new speed as before, but give the molecule a random direction. The speed distribution and the collision rate are unchanged; only directional memory is removed. Equation (3) then applies, and D is 1.094 times D_el by quadrature and 1.088 times by simulation.

With true collisions D is larger than this memoryless value by a factor 2.898. The product 1.094 × 2.898 = 3.17 is the full hard-sphere factor. Most of the correction, a factor of 2.898, therefore comes from the forward motion that survives collisions. The manuscript's use of v̄²/ν in place of the proper average accounts only for the remaining factor of 1.094.

**Two limits**

For a very heavy trace molecule, μ → m and D₁ tends to [3/(8ns²)]√(kT/2πm). At fixed s it no longer depends on M: the mean square velocity 3kT/M falls as 1/M, but the number of collisions needed to use up the velocity, 1/q, grows as M. The manuscript's formula behaves differently. In (1) the rate ν also becomes independent of M, so D_el falls as 1/M. The estimate thus exaggerates the dependence on precursor mass as well as missing the magnitude: at fixed s, going from TMA to HfCl₄ lowers D_el by a factor of about 3.9 but lowers D₁ by only about 12%.

For a very light trace molecule the carriers are almost at rest, V is negligible beside v, and one collision does randomise the direction. The collision rate at speed v is then nπs²v. Equation (3) becomes

D = (1/3)⟨v²/(nπs²v)⟩ = v̄/(3nπs²) = λv̄/3,

because λ = 1/(nπs²) in this limit. Here the elementary formula is correct and first-order theory is not: (7) gives 9π/32 = 0.884, about 12% low. At M/m = 0.001 the twelve-polynomial calculation gives 0.999. This is a lower bound, and the polynomial basis converges slowly in this limit; the converged value lies about 0.002 higher. The shortfall arises because fast and slow molecules lose their velocity at different rates, so C(t) is not a single exponential.

Real precursors in nitrogen lie between these limits. The first-order and converged factors are:

- H₂O: 1.45 and 1.50
- TMA: 3.16 and 3.17
- TiCl₄: 6.87 and 6.87
- HfCl₄: 10.99 and 10.99

Even water, which is lighter than nitrogen, needs a correction of one half. The same reactor model would therefore err by different factors for its two reactants.

The factor belongs to a definition of λ. If the manuscript had used the single-gas expression λ′ = 1/(√2 nπs²) with the same s, then λ′/λ = √(1 + M/m)/√2. The factor in (7) would be divided by this ratio and become (9π/32)√2 √(1 + M/m), or 2.36 for TMA. The smaller discrepancy comes from an overlong free path that partly offsets the missing persistence.

**The manuscript's case in numbers**

Take 473 K and 1 Torr, with rough molecular diameters of 0.59 nm for TMA and 0.37 nm for nitrogen, so that s = 0.48 nm. These diameters support at most two figures in a diffusivity; further digits are kept only so that the arithmetic can be followed. The masses are 72.09 u and 28.01 u, and M/m = 2.573. The carrier density is n = p/kT = 2.041 × 10²² m⁻³, and the mean TMA speed is 372.8 m/s. The cross-section is πs² = 7.24 × 10⁻¹⁹ m², which gives

λ = 1/[(2.041 × 10²²)(7.24 × 10⁻¹⁹)√3.573] m = 35.8 μm.

The manuscript's diffusivity is

D_el = (35.8 × 10⁻⁶ m)(372.8 m/s)/3 = 44.5 cm²/s.

The factor is 0.8836 × 3.573 = 3.157, so

D₁ = 3.157 × 44.5 cm²/s = 140.5 cm²/s.

The time L²/(2D) for diffusion over L = 1 cm of still gas falls from 11.2 ms to 3.6 ms.

Could the error be absorbed into the uncertain molecular diameters? Both diffusivities vary as 1/s², so D_el would reach 140.5 cm²/s only if s were reduced by √3.157 = 1.78, to 0.27 nm. With the nitrogen diameter held at 0.37 nm, TMA would need a diameter of 0.17 nm, less than half that of nitrogen. Such a fit would hide the missing persistence in an unphysical size.

**Where the correction changes the conclusions**

The manuscript also treats transport in narrow holes, and there its formula can be right for a different reason. Consider a long cylinder of diameter d without gas collisions, whose walls re-emit molecules diffusely with no memory of arrival. Let θ be the angle of flight from the axis and φ the angle between the cross-sectional projection of the flight and the wall normal. The flight has length ℓ = d cos φ/sin θ and axial displacement z = ℓ cos θ. Diffuse emission has the weight (1/π) sin²θ cos φ dθ dφ, with θ from 0 to π and φ from −π/2 to π/2. Hence

⟨z²⟩ = (d²/π) ∫cos³φ dφ ∫cos²θ dθ = (d²/π)(4/3)(π/2) = 2d²/3,

⟨ℓ⟩ = (d/π) ∫cos²φ dφ ∫sin θ dθ = (d/π)(π/2)(2) = d.

Emitted speeds are weighted by v, so their mean inverse speed is 1/v̄ and the mean flight time is d/v̄. Successive axial displacements are uncorrelated, which gives

D_K = ⟨z²⟩/(2⟨t⟩) = (2d²/3)/(2d/v̄) = dv̄/3.

This has the manuscript's form with d in place of λ. It holds because diffuse walls do erase direction, whatever the molecular mass.

When wall and gas collisions both matter, adding their resistances gives the interpolation

1/D_hole = 1/D_K + 1/D_gas.

It is approximate. I compared it with simulated molecules that undergo both kinds of collision. With 20 000 molecules the simulated diffusivity has a sampling error of about 1%. For d = 100 μm it is about 65 cm²/s; the interpolation agrees with it to about 2% with D₁ and is about 50% low with D_el. For d = 10 μm it is about 10.7 cm²/s, and the errors are about +7% and −9%. At the smaller diameter the interpolation's own error is comparable with the effect of the gas diffusivity, so that case does not discriminate between the two.

The two resistances are equal at d = 3D₁/v̄ = 113 μm. At 1 Torr, using D₁ instead of D_el in the interpolation raises the diffusivity by the following factors:

- d = 0.1 μm: 1.002
- d = 10 μm: 1.175
- d = 100 μm: 2.01
- d = 1 mm: 2.94

Conclusions about submicrometre holes at this pressure therefore survive. Those about wide channels and still reactor gas do not. At fixed temperature the gas diffusivity varies as 1/p, and at 760 Torr even a 1 μm hole is mostly gas-limited. There the interpolated diffusivity rises from 0.056 to 0.161 cm²/s, a factor of 2.88. I have not simulated that case.

**Bearing on a real reactor**

About 200 °C and 1 Torr are ordinary conditions for thermal alumina deposition from TMA, and atmospheric pressure is used in spatial deposition. Real molecules attract one another and have soft repulsive cores, unlike hard spheres. A Lennard-Jones potential contains both features, and a factor above one in what follows comes mainly from the soft core. With s held fixed as the Lennard-Jones length, rough well depths of 100, 200 and 300 K (in units of k) multiply D₁ by 1.17, 0.98 and 0.85. Over this range the well depth alone moves the absolute diffusivity by some 15%, and a 10% change in s moves it by about 20%. The change in s affects D_el equally, so over these well depths the diffusivity stays between about 2.7 and 3.7 times D_el. At 5% TMA by mole, TMA–TMA collisions occur at 5.9% of the TMA–nitrogen rate, but each removes more velocity (q = 2/3 against 0.373), so they add about one tenth to the velocity loss of a tagged molecule. This is small beside the factor of three, and the trace assumption remains reasonable. Inelastic collisions and molecular shape are not sized here. The hole calculation also omits reaction at the walls, which removes molecules and must be added before a dose is predicted.

TMA also forms dimers. A rough dissociation enthalpy of 85 kJ/mol and entropy of 180 J/(mol K), at 0.05 Torr of TMA, put the dimer share of TMA gas molecules near 6 × 10⁻⁵ at 473 K. The monomer mass is then appropriate. At 298 K the same data give a share of about 0.8, a figure sensitive to the enthalpy. In a cold delivery line the dimer may therefore dominate, and its factor in (7) is 5.43. Its larger diameter would lower both D₁ and D_el.

**Requested revision**

The gas-phase diffusivity should be replaced by

D₁ = [3/(8ns²)] √(kT/2πμ),

with the molecular species and contact distance stated. The wall-limited expression dv̄/3 can stay for long cylindrical holes with diffuse walls only where d is much smaller than λ, which is 36 μm at 1 Torr but about 0.05 μm at 760 Torr. The approach to this limit is slow: for TMA at d = λ/10, gas collisions still lower the diffusivity roughly 8% below dv̄/3, more than the 3% the interpolation predicts. Otherwise gas collisions must be included: for a 1 μm hole at 760 Torr, dv̄/3 is nearly eight times the interpolated diffusivity. The results for wide channels and for atmospheric pressure should be recomputed, and any molecular diameter obtained by fitting λv̄/3 to diffusion data should be fitted again.

Numbers as computed

```
Masses TMA, N2: 72.09, 28.01 u; ratio M/m = 2.573
Temperature 473.15 K, pressure 1.0 Torr
Rough diameters TMA, N2: 0.59, 0.37 nm; contact distance 0.48 nm
Carrier density 2.041e+22 m^-3
TMA mean speed 372.8 m/s
TMA mean free path 35.8 um
Elementary diffusivity 44.5 cm2/s
First-order diffusivity 140.5 cm2/s
Prefactor 9 pi/32 = 0.8836; factor for TMA = 3.157
Factor if mean free path is 1/(sqrt2 n pi s^2): 2.36
Converged hard-sphere diffusivity 141.1 cm2/s
Converged / first order = 1.0041
Simulated / converged diffusivity = 0.986
Converged / elementary at M/m = 0.001: 0.999; first order there: 0.884
Loss per collision: formula 0.373, sampled 0.374
Persistence: formula 0.659, sampled 0.658
Directions randomised: D / elementary = 1.094 (quadrature), 1.088 (simulated)
Gain from direction memory = 2.898
H2O in N2: mass 18.0 u, first-order factor 1.45, converged 1.50
TMA in N2: mass 72.1 u, first-order factor 3.16, converged 3.17
TiCl4 in N2: mass 189.7 u, first-order factor 6.87, converged 6.87
HfCl4 in N2: mass 320.3 u, first-order factor 10.99, converged 10.99
Time L^2/(2D) over 1 cm: elementary 11.2 ms, first order 3.6 ms
Hole diameter where wall and gas diffusivities match: 113 um
Hole 0.1 um, 1 Torr: D with elementary 0.1239, with first order 0.1242 cm2/s, ratio 1.002
Hole 10.0 um, 1 Torr: D with elementary 9.714, with first order 11.42 cm2/s, ratio 1.175
Hole 100.0 um, 1 Torr: D with elementary 32.77, with first order 65.94 cm2/s, ratio 2.012
Hole 1000.0 um, 1 Torr: D with elementary 42.96, with first order 126.2 cm2/s, ratio 2.938
Hole 1 um, 760 Torr: D with elementary 0.0559, with first order 0.1609 cm2/s, ratio 2.878
Tube simulation 10 um: D = 10.67 cm2/s; interpolation error +7.0% (first order), -9.0% (elementary)
Tube simulation 100 um: D = 64.88 cm2/s; interpolation error +1.6% (first order), -49.5% (elementary)
TMA-TMA to TMA-N2 collision rate at mole fraction 0.05: 0.059
Attraction, rough well depth 100 K: D / hard-sphere D = 1.172
Attraction, rough well depth 200 K: D / hard-sphere D = 0.983
Attraction, rough well depth 300 K: D / hard-sphere D = 0.849
Rough dimer dissociation enthalpy 85 kJ/mol, entropy 180 J/(mol K)
Dimer share of TMA molecules in gas: 6.4e-05 at 473 K, 0.80 at 298 K
First-order factor for the dimer = 5.43
```
